\section*{The Levitov–Lesovik formula for one channel: derivation and finite-time corrections, part 2}

We seek the long-time statistics of the charge transferred through a junction of noninteracting spinless fermions, with $\hbar=e=k_B=1$. A finite central region with Hamiltonian $h_c$ is coupled at site $\ell$ to the left lead and at site $r$ to the right lead, by elements $v_{\alpha k}$ to lead levels of energy $\epsilon_{\alpha k}$, $\alpha=L,R$. The lead bands have finite width. The three parts start uncorrelated in a state $\rho_0$ that commutes with the right-lead number $N_R$. The leads are thermal, with temperature $\theta$, chemical potentials $\mu_\alpha$, $V=\mu_L-\mu_R\ge0$ and Fermi functions $f_\alpha$; the centre has the one-body density matrix $\hat n_c=\kappa_c(1+\kappa_c)^{-1}$.

$N_R$ is measured at times $0$ and $t$, and $P(n)$ is the probability that it has grown by $n$. The generating function $\chi=\sum_nP(n)e^{i\lambda n}$, with cumulants defined by $\ln\chi=\sum_{k\ge1}C_k(i\lambda)^k/k!$, is, for $U=e^{-iHt}$,
\begin{equation}
\chi=\operatorname{Tr}\left[\rho_0\,U^\dagger e^{i\lambda N_R}\,U\,e^{-i\lambda N_R}\right].
\label{eq:chiop}
\end{equation}
With $z=e^{i\lambda}$, $P$ the one-body projector on the right lead, and numbers $p_j\in[0,1]$, at any time
\begin{equation}
\chi=z^{-\operatorname{tr}P}\prod_j\left(1-p_j+p_jz\right),\qquad C_1=\sum_jp_j-\operatorname{tr}P,\qquad C_2=\sum_jp_j(1-p_j).
\label{eq:product}
\end{equation}
Eliminating the leads gives
\begin{equation}
\chi=\frac{\det\mathcal M_\lambda}{\det\mathcal M_0},\qquad
\mathcal M_\lambda^{\sigma\sigma'}=\sigma\,\delta_{\sigma\sigma'}(i\partial_t-h_c)-\sigma\sigma'\left[\Sigma_L^{\sigma\sigma'}+e^{-i\sigma\lambda/2}\,\Sigma_R^{\sigma\sigma'}e^{i\sigma'\lambda/2}\right].
\label{eq:M}
\end{equation}
Here $\sigma=\pm$ labels the forward and backward branches of the closed time contour. The operator acts on pairs $(x_+,x_-)$ of functions on $[0,t]$ with $x_+(t)=x_-(t)$ and $x_+(0)=-\kappa_cx_-(0)$. The self-energy $\Sigma_\alpha=\sum_k|v_{\alpha k}|^2g_{\alpha k}$ acts on site $\ell$ or $r$. For an isolated level of energy $\epsilon$ and occupation $f$, $g^>=-i(1-f)e^{-i\epsilon\tau}$ when the first argument is later on the contour and $g^<=+ife^{-i\epsilon\tau}$ when it is earlier, with $\tau$ the difference of physical times. The lead length goes to infinity before $t$ does.

The backward branch is later on the contour than the forward one, so $\Sigma^{+-}=\Sigma^<$, $\Sigma^{-+}=\Sigma^>$, and $\Sigma^{++}=\Sigma^T$, $\Sigma^{--}=\Sigma^{\bar T}$ are time-ordered and anti-time-ordered. In the same-branch components the phases cancel. In the others they add:
\begin{equation}
\Sigma_R^<\to e^{-i\lambda}\Sigma_R^<,\qquad\Sigma_R^>\to e^{+i\lambda}\Sigma_R^>.
\label{eq:phases}
\end{equation}
The signs agree with the meaning of $n$. The function $\Sigma_R^<$ is proportional to $f_R$ and describes an electron leaving the right lead, which lowers $n$ by one; $\Sigma_R^>$ is proportional to $1-f_R$ and describes an electron entering it.

With the convention $\Sigma(\tau)=\int\frac{dE}{2\pi}e^{-iE\tau}\Sigma(E)$ and $\Gamma_\alpha(E)=2\pi\sum_k|v_{\alpha k}|^2\delta(E-\epsilon_{\alpha k})$, which for infinite leads we assume to be a bounded function (as it is for a uniform semi-infinite chain coupled at its end site; the long-time argument below needs the self-energy kernels bounded and square integrable),
\begin{equation}
\Sigma_\alpha^<(E)=i\Gamma_\alpha f_\alpha,\qquad\Sigma_\alpha^>(E)=-i\Gamma_\alpha(1-f_\alpha).
\label{eq:SigE}
\end{equation}
The retarded and advanced parts are $\Sigma^R=\Theta(\tau)(\Sigma^>-\Sigma^<)$ and $\Sigma^A=-\Theta(-\tau)(\Sigma^>-\Sigma^<)$. Inserting them in $\Sigma^T=\Theta(\tau)\Sigma^>+\Theta(-\tau)\Sigma^<$ and $\Sigma^{\bar T}=\Theta(\tau)\Sigma^<+\Theta(-\tau)\Sigma^>$ gives
\begin{equation}
\Sigma^T=\Sigma^R+\Sigma^<,\qquad\Sigma^{\bar T}=\Sigma^<-\Sigma^A,\qquad\Sigma^R-\Sigma^A=\Sigma^>-\Sigma^<.
\label{eq:Sigrel}
\end{equation}

Write $\mathcal M_\lambda=\mathcal M_0+\mathcal D$ and $\mathcal G=\mathcal M_0^{-1}$. Since $-\sigma\sigma'=+1$ off the diagonal,
\begin{equation}
\chi=\det(1+\mathcal G\mathcal D),\qquad
\mathcal D=\begin{pmatrix}0&(e^{-i\lambda}-1)\Sigma_R^<\\(e^{i\lambda}-1)\Sigma_R^>&0\end{pmatrix}.
\label{eq:GD}
\end{equation}
To find $\mathcal G$, solve $\mathcal M_0x=y$, where $\Sigma=\Sigma_L+\Sigma_R$ and products of kernels are integrals over $[0,t]$:
\begin{align}
(i\partial_t-h_c-\Sigma^T)x_++\Sigma^<x_-&=y_+,\label{eq:row1}\\
\Sigma^>x_+-(i\partial_t-h_c+\Sigma^{\bar T})x_-&=y_-.\label{eq:row2}
\end{align}
Add the two rows. By \eqref{eq:Sigrel}, $\Sigma^>-\Sigma^T=-\Sigma^A$ and $\Sigma^<-\Sigma^{\bar T}=+\Sigma^A$, so $q=x_+-x_-$ obeys $(i\partial_t-h_c-\Sigma^A)q=y_++y_-$ with $q(t)=0$. The kernel $\Sigma^A$ reaches only to later times, so the equation is integrated backward from $t$ and $q=G^A(y_++y_-)$, with $G^A$ the advanced Green's function. Substituting $x_-=x_+-q$ in \eqref{eq:row1} gives $(i\partial_t-h_c-\Sigma^R)x_+=y_++\Sigma^<q$. The initial condition becomes $(1+\kappa_c)x_+(0)=\kappa_cq(0)$, or $x_+(0)=\hat n_cq(0)$. Since $iG^R(0^+)=1$, the solution is $x_+=G^R(y_++\Sigma^<q)+iG^R(t_1)\hat n_cq(0)$. Reading off the blocks,
\begin{equation}
\mathcal G=\begin{pmatrix}G^R+G^<&G^<\\G^R+G^<-G^A&G^<-G^A\end{pmatrix},
\label{eq:Gblocks}
\end{equation}
\begin{equation}
G^<(t_1,t_2)=\left(G^R\Sigma^<G^A\right)(t_1,t_2)+iG^R(t_1)\,\hat n_c\,G^A(-t_2).
\label{eq:Gless}
\end{equation}
The functions $G^{R,A}$ depend on time differences only, with $G^R(E)=[E-h_c-\Sigma^R(E)]^{-1}$ and $G^A(E)=G^R(E)^\dagger$.

\subsection{Long times}

Expand $\ln\chi=\sum_{m\ge1}\frac{(-1)^{m+1}}{m}\operatorname{tr}(\mathcal G\mathcal D)^m$. Because $\mathcal D=O(\lambda)$, each cumulant involves finitely many terms. We now assume that $G^R(E)$ is bounded on the real axis, which excludes bound states and any divergence at a band edge, such as the inverse square root of a uniform chain. Since it falls as $1/E$, it is then square integrable, and so is $G^R(\tau)$.

The last term of \eqref{eq:Gless} is an operator of finite rank whose norm is limited by $\int|G^R(\tau)|^2d\tau$. Its contribution to each trace stays bounded as $t\to\infty$: the initial state of the central region changes $\ln\chi$ by a bounded amount and drops out of the rate. With a bound state this term would not decay, and the argument would have to be redone with the bound state separated.

Every other term is a trace of convolution operators $B_i$ with a projector $\pi_t$ on $[0,t]$ between neighbours. Removing one projector costs $\pi_tB_1(1-\pi_t)B_2\pi_t$. For a kernel $b(\tau)$ the set of $t_1\in[0,t]$ with $t_1-\tau$ outside the interval has length $\min(|\tau|,t)$, so the squared Hilbert--Schmidt norm of the factor is
\begin{equation}
\|\pi_tB(1-\pi_t)\|_{\rm HS}^2=\int d\tau\,|b(\tau)|^2\min(|\tau|,t).
\label{eq:HS}
\end{equation}
Divided by $t$ this tends to zero for square-integrable $b$, by dominated convergence. The trace of a product of two such factors and bounded operators is limited by the product of the two norms times the operator norms, so each removal costs $o(t)$. When all inner projectors are gone, one convolution is left, its transform is the product of the transforms, and its trace over $[0,t]$ is $t$ times the kernel at $\tau=0$. Hence $\operatorname{tr}(\mathcal G\mathcal D)^m=t\int\frac{dE}{2\pi}\operatorname{tr}[G(E)D(E)]^m+o(t)$, and order by order in $\lambda$
\begin{equation}
\lim_{t\to\infty}\frac{\ln\chi}{t}=\int\frac{dE}{2\pi}\,\ln\det\left[1+G(E)D(E)\right],
\label{eq:rate}
\end{equation}
where $G(E)$ has the block form \eqref{eq:Gblocks} with $G^<=G^R\Sigma^<G^A$. Equation \eqref{eq:HS} also shows the size of what is dropped. Kernels that decay faster than $1/|\tau|$ by a power leave a bounded remainder. At $\theta=0$ the step in $f_\alpha$ makes $\Sigma^<(\tau)$ fall as $1/|\tau|$, and \eqref{eq:HS} grows as $\ln t$.

\subsection{The determinant at one energy}

The matrix $D(E)$ has elements only on site $r$. The columns of $1+GD$ that belong to other sites are therefore those of the unit matrix, and the determinant equals that of the $2\times2$ block in branch space at site $r$. For a $2\times2$ matrix $W$, $\det(1+W)=1+\operatorname{tr}W+\det W$, so
\begin{equation}
\det(1+GD)=1+G_{rr}^<D^{-+}+G_{rr}^>D^{+-}+\det G_{rr}\,\det D.
\label{eq:2x2}
\end{equation}
Here $G^>=G^<+G^R-G^A$. Multiplying $(G^A)^{-1}-(G^R)^{-1}=\Sigma^R-\Sigma^A$ by $G^R$ on the left and $G^A$ on the right gives $G^R-G^A=G^R(\Sigma^>-\Sigma^<)G^A$, hence $G^>=G^R\Sigma^>G^A$. With $G^A_{\ell r}=(G^R_{r\ell})^*$ and \eqref{eq:SigE},
\begin{align}
G_{rr}^<&=i\left[\Gamma_Lf_L|G^R_{r\ell}|^2+\Gamma_Rf_R|G^R_{rr}|^2\right],\label{eq:Grrl}\\
G_{rr}^>&=-i\left[\Gamma_L(1-f_L)|G^R_{r\ell}|^2+\Gamma_R(1-f_R)|G^R_{rr}|^2\right].\label{eq:Grrg}
\end{align}
Define
\begin{equation}
T(E)=\Gamma_L\Gamma_R|G^R_{r\ell}|^2,\qquad\eta=\Gamma_R^2|G_{rr}^R|^2f_R(1-f_R).
\label{eq:T}
\end{equation}
With $D^{-+}=-i\Gamma_R(1-f_R)(z-1)$ and $D^{+-}=i\Gamma_Rf_R(z^{-1}-1)$, and $i\cdot(-i)=1$ in both products, the two linear terms are
\begin{align}
G_{rr}^<D^{-+}&=\left[Tf_L(1-f_R)+\eta\right](z-1),\label{eq:lin1}\\
G_{rr}^>D^{+-}&=\left[Tf_R(1-f_L)+\eta\right](z^{-1}-1).\label{eq:lin2}
\end{align}
For the quadratic term all quantities are numbers at site $r$, and
\begin{align}
\det G_{rr}&=(G^R+G^<)(G^<-G^A)-G^<(G^R+G^<-G^A)\nonumber\\
&=-G^RG^A=-|G_{rr}^R|^2,\label{eq:detG}\\
\det D&=-D^{+-}D^{-+}=-\Gamma_R^2f_R(1-f_R)\left(2-z-z^{-1}\right),\label{eq:detD}
\end{align}
where $(z-1)(z^{-1}-1)=2-z-z^{-1}$. Their product is $\eta(2-z-z^{-1})$, while the $\eta$ terms of \eqref{eq:lin1} and \eqref{eq:lin2} add up to $\eta(z+z^{-1}-2)$. They cancel. These terms describe an electron that leaves the right lead and returns to it, which transfers no charge at a rate proportional to $t$. What is left in \eqref{eq:rate} is the Levitov--Lesovik formula,
\begin{equation}
\lim_{t\to\infty}\frac{\ln\chi}{t}=\int\frac{dE}{2\pi}\ln\left\{1+T\left[f_L(1-f_R)(e^{i\lambda}-1)+f_R(1-f_L)(e^{-i\lambda}-1)\right]\right\}.
\label{eq:LL}
\end{equation}

The function $T$ is a probability. It is nonnegative by \eqref{eq:T}. Subtracting \eqref{eq:Grrl} from \eqref{eq:Grrg} gives $2i\operatorname{Im}G_{rr}^R=-i[\Gamma_L|G^R_{r\ell}|^2+\Gamma_R|G_{rr}^R|^2]$. Multiplying by $i\Gamma_R$ and rearranging,
\begin{equation}
T=-2\Gamma_R\operatorname{Im}G_{rr}^R-\Gamma_R^2|G_{rr}^R|^2=1-|1-i\Gamma_RG_{rr}^R|^2\le1.
\label{eq:unit}
\end{equation}

So far \eqref{eq:LL} is an equality of Taylor coefficients at $\lambda=0$. Equation \eqref{eq:product} extends it to $-\pi<\lambda<\pi$. On the plane of $z$ cut along $(-\infty,0]$, write $\ln\chi=\sum_j\phi(p_j,z)+C_1\ln z$ with $\phi(p,z)=\ln(1-p+pz)-p\ln z$. The point $1-p+pz$ lies on the segment from $1$ to $z$ and stays off the cut, so $\phi$ is analytic in $z$. It is smooth in $p$ and vanishes at $p=0$ and $p=1$, so $|\phi|\le c\,p(1-p)$ on any compact set of $z$, and $|\ln\chi|\le c\,C_2+|C_1\ln z|=O(t)$. The functions $\ln\chi/t$ are thus analytic and locally uniformly bounded. By Montel's theorem every sequence of them has a subsequence with an analytic limit, and every such limit has the Taylor coefficients found above. The right side of \eqref{eq:LL} is analytic on the same cut plane. Indeed, with $a=Tf_L(1-f_R)$ and $b=Tf_R(1-f_L)$ the curly bracket is $[az^2+(1-a-b)z+b]/z$. The Cauchy--Schwarz inequality gives $\sqrt{f_L(1-f_R)}+\sqrt{(1-f_L)f_R}\le1$, hence $(\sqrt a+\sqrt b)^2\le T\le1$, or $1-a-b\ge2\sqrt{ab}$. The roots are then real, and they are not positive because no coefficient is negative. The two analytic functions agree everywhere on the cut plane. On the unit circle the imaginary part of the bracket is $(a-b)\sin\lambda=T(f_L-f_R)\sin\lambda$, which keeps one sign for $0<\lambda<\pi$, so the principal logarithm is the correct branch. Only $\lambda=\pi$ is excluded.

The curly bracket is the generating function of a trial with three outcomes: $+1$ with probability $a$, $-1$ with probability $b$, and $0$ otherwise. Equation \eqref{eq:LL} says that, to leading order in $t$, there are $t\,dE/2\pi$ independent trials in each interval $dE$. A transfer needs a filled state on one side, an empty state on the other, and a transmission.

\subsection{Current and noise}

A single trial has moments $m_1=a-b$, $m_2=a+b$, $m_3=a-b$, and cumulants $m_1$, $m_2-m_1^2$, $m_3-3m_1m_2+2m_1^3$. Since $f_L(1-f_R)-f_R(1-f_L)=f_L-f_R$,
\begin{align}
\frac{C_1}{t}&\to\int\frac{dE}{2\pi}\,T(f_L-f_R),\label{eq:C1rate}\\
\frac{C_2}{t}&\to\int\frac{dE}{2\pi}\left\{T\left[f_L(1-f_R)+f_R(1-f_L)\right]-T^2(f_L-f_R)^2\right\}.\label{eq:C2rate}
\end{align}
Equation \eqref{eq:C1rate} is the Landauer formula; the current has magnitude $I=eC_1/t$. For the noise, \eqref{eq:chiop} shows that $C_2$ is the variance of $U^\dagger N_RU-N_R$, the time integral of the particle current, because the two orderings of the cross term have the same expectation value in $\rho_0$. With the convention $S=2\int d\tau\,\tfrac12\langle\{\delta I(\tau),\delta I(0)\}\rangle$ for the zero-frequency noise, the double time integral gives $e^2C_2\to St/2$, so
\begin{equation}
S=2e^2\lim\frac{C_2}{t},\qquad F=\frac{S}{2eI}=\lim\frac{C_2}{C_1}.
\label{eq:SF}
\end{equation}
A Poisson process has $C_2=C_1$ and $F=1$.

Expanding both sides shows that $(f_L-f_R)^2=f_L(1-f_R)+f_R(1-f_L)-f_L(1-f_L)-f_R(1-f_R)$. The integrand of \eqref{eq:C2rate} is therefore
\begin{equation}
T^2\left[f_L(1-f_L)+f_R(1-f_R)\right]+T(1-T)\left[f_L(1-f_R)+f_R(1-f_L)\right].
\label{eq:split}
\end{equation}
Suppose $T$ is constant over the energies where the brackets are appreciable. From $f(1-f)=-\theta f'$, each term of the first bracket integrates to $\theta$. For the second, $f/(1-f)=e^{-(E-\mu)/\theta}$ shows that the ratio of $f_L(1-f_R)$ to $f_R(1-f_L)$ is $e^{V/\theta}$ at every energy. Two numbers with ratio $e^{V/\theta}$ and difference $f_L-f_R$ have the sum $(f_L-f_R)\coth(V/2\theta)$, and $\int(f_L-f_R)dE=V$ because $f_L$ is $f_R$ shifted by $V$. Thus
\begin{equation}
\frac{C_2}{t}\to\frac1{2\pi}\left[2\theta T^2+T(1-T)V\coth\frac{V}{2\theta}\right],\qquad
F=\frac{2\theta T}{V}+(1-T)\coth\frac V{2\theta}.
\label{eq:thermal}
\end{equation}
At $V\to0$, $V\coth(V/2\theta)\to2\theta$ and $C_2/t\to2\theta T/2\pi$. By \eqref{eq:SF} this is $S=4k_B\theta G$ with $G=e^2T/h$, the Johnson--Nyquist noise. For $V\gg\theta$ the hyperbolic cotangent approaches one exponentially, but the term $2\theta T/V$ falls only as $1/V$: the value $1-T$ is a good approximation to $F$ when $2\theta T/V\ll1-T$, which is a demanding condition for a nearly open channel.

The Levitov–Lesovik formula now gives the long-time growth rate of every cumulant from $T(E)$ and the two Fermi functions, and with it the current and the noise at any temperature. What remains is the zero-temperature case with its rule $F=1-T$, the slower-growing corrections at finite time, and a numerical test on a chain.
